**Miller-Abrahams rates: detailed balance and a step of 3kT**

The program tests that the rates $\nu_0e^{-2\gamma r}\min[1,e^{-\Delta/k_BT}]$ obey detailed balance, where $\nu_0$ is the attempt rate, $\gamma$ the inverse decay length, $r$ the hop length and $\Delta$ the energy step. It computes the stationary state of a random network of 12 sites and asserts that it agrees with the Boltzmann distribution and has no net pair currents; direction-dependent prefactors are asserted to spoil both. Sums over configurations test the case of at most one carrier per site. Further assertions cover two-site relaxation, the phonon factors, the polaron barriers, and the contrast between an open chain in a field and a driven ring. For $\Delta=3k_BT$ at 300 K, with $\nu_0=10^{12}\ \mathrm{s^{-1}}$, $\gamma=5\ \mathrm{nm^{-1}}$ and $r=1$ nm, the output gives $2.26\times10^6\ \mathrm{s^{-1}}$ uphill and $4.54\times10^7\ \mathrm{s^{-1}}$ downhill. The remaining lines show how field, temperature, hop length, polaron formation and other carriers change these numbers.

## Check in Python

```python
"""
Miller-Abrahams hopping: rate(i->j) = nu0 exp(-2 gamma r) min(1, exp(-step/kT)),
step = E_j - E_i. Result under test: these rates obey detailed balance,
rate(i->j)/rate(j->i) = exp(-step/kT), and for step = 3kT they give the
forward (uphill) and backward (downhill) rates printed below.
nu0: attempt rate (1/s); gamma: inverse decay length (1/nm); r: distance (nm);
energies in eV; kT: thermal energy (eV). Rate matrices hold rate[from, to].
"""
from itertools import combinations, product
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

k_B = const.k / const.e          # eV/K
temperature = 300.0              # K
kT = k_B * temperature
nu0 = 1.0e12                     # 1/s
gamma = 5.0                      # 1/nm
spacing = 1.0                    # nm


def hop_rate(step, distance, thermal=kT):
    return nu0 * np.exp(-2 * gamma * distance) * min(1.0, np.exp(-step / thermal))


def stationary(rates):
    """Stationary probabilities by subtraction-free state elimination."""
    work = np.array(rates, dtype=float)
    size = len(work)
    for last in range(size - 1, 0, -1):
        work[:last, last] /= work[last, :last].sum()
        work[:last, :last] += np.outer(work[:last, last], work[last, :last])
    prob = np.zeros(size)
    prob[0] = 1.0
    for state in range(1, size):
        prob[state] = prob[:state] @ work[:state, state]
    return prob / prob.sum()


def boltzmann(energies):
    weights = np.exp(-(energies - energies.min()) / kT)
    return weights / weights.sum()


def imbalance(prob, rates):
    """Largest net pair current divided by the gross pair current."""
    flux = prob[:, None] * rates
    upper = np.triu_indices(len(prob), 1)
    forward, reverse = flux[upper], flux.T[upper]
    return np.max(np.abs(forward - reverse) / (forward + reverse))


# Random three-dimensional network: stationary state against Boltzmann weights
rng = np.random.default_rng(7)
n_sites = 12
positions = rng.uniform(0, 2.0, (n_sites, 3))
site_energy = rng.normal(0, 0.08, n_sites)
network = np.zeros((n_sites, n_sites))
for i in range(n_sites):
    for j in range(n_sites):
        if i != j:
            network[i, j] = hop_rate(site_energy[j] - site_energy[i],
                                     np.linalg.norm(positions[i] - positions[j]))
network_prob = stationary(network)
network_imbalance = imbalance(network_prob, network)
assert np.allclose(network_prob, boltzmann(site_energy), rtol=1e-9, atol=0)
assert network_imbalance < 1e-9

# Direction-dependent prefactors must spoil the balance
spoiled = network * rng.uniform(0.2, 5.0, network.shape)
spoiled_prob = stationary(spoiled)
spoiled_imbalance = imbalance(spoiled_prob, spoiled)
spoiled_error = np.max(np.abs(spoiled_prob / boltzmann(site_energy) - 1))
assert spoiled_imbalance > 0.05 and spoiled_error > 0.05

# Two carriers on five sites with exclusion: stationary state of configurations
few = 5
configs = [set(c) for c in combinations(range(few), 2)]
config_rates = np.zeros((len(configs), len(configs)))
for a, before in enumerate(configs):
    for b, after in enumerate(configs):
        left, entered = before - after, after - before
        if len(left) == 1:
            config_rates[a, b] = network[left.pop(), entered.pop()]
config_energy = np.array([sum(site_energy[s] for s in c) for c in configs])
assert np.allclose(stationary(config_rates), boltzmann(config_energy),
                   rtol=1e-9, atol=0)

# Fermi occupations and pair balance from a sum over all configurations
mu_test = -0.03
occupations = np.array(list(product([0, 1], repeat=few)))
grand = np.exp(-(occupations @ (site_energy[:few] - mu_test)) / kT)
grand /= grand.sum()
fermi = 1 / (np.exp((site_energy[:few] - mu_test) / kT) + 1)
assert np.allclose(grand @ occupations, fermi, rtol=1e-11)
for i, j in combinations(range(few), 2):
    go = grand @ (occupations[:, i] * (1 - occupations[:, j])) * network[i, j]
    back = grand @ (occupations[:, j] * (1 - occupations[:, i])) * network[j, i]
    assert np.isclose(go, back, rtol=1e-10)
    assert np.isclose(go, fermi[i] * (1 - fermi[j]) * network[i, j], rtol=1e-10)

# Worked example: two sites, step of 3kT
step = 3 * kT
tunnel = np.exp(-2 * gamma * spacing)
k_up = hop_rate(step, spacing)
k_down = hop_rate(-step, spacing)
p_high = k_up / (k_up + k_down)
relax_time = 1 / (k_up + k_down)
generator = np.array([[-k_up, k_up], [k_down, -k_down]])
start = np.array([1.0, 0.0])
late = start @ expm(generator * 40 * relax_time)
one_tau = start @ expm(generator * relax_time)
assert np.isclose(late[1] / late[0], np.exp(-3), rtol=1e-9)
assert np.isclose(late[1], p_high, rtol=1e-9)
assert np.isclose(1 - one_tau[1] / late[1], np.exp(-1), rtol=1e-9)

# Phonon absorption and emission from an explicit sum over phonon numbers
quanta = np.arange(200)
phonon_prob = np.exp(-quanta * step / kT)
phonon_prob /= phonon_prob.sum()
absorb = phonon_prob @ quanta
emit = phonon_prob @ (quanta + 1)
assert np.isclose(absorb, 1 / np.expm1(3), rtol=1e-11)
assert np.isclose(absorb / emit, k_up / k_down, rtol=1e-11)
bose_up, bose_down = absorb / np.exp(-3), emit
assert np.isclose(bose_up, 1 / (1 - np.exp(-3)), rtol=1e-11)
assert np.isclose(bose_up, bose_down, rtol=1e-11)

# Polaron barriers from the crossing of two parabolas
reorg = 0.20
crossing = brentq(lambda q: reorg * q**2 - reorg * (q - 1)**2 - step, -5, 5,
                  xtol=1e-14)
barrier_up = reorg * crossing**2
barrier_down = reorg * (crossing - 1)**2
assert np.isclose(barrier_up, (reorg + step)**2 / (4 * reorg), rtol=1e-10)
assert np.isclose(barrier_down, (reorg - step)**2 / (4 * reorg), rtol=1e-10)
polaron_up = np.exp(-barrier_up / kT) / np.exp(-3)
polaron_down = np.exp(-barrier_down / kT)
assert np.isclose(polaron_up, polaron_down, rtol=1e-9)

# Field: open chain stays balanced, uniformly driven ring does not
field = 0.5                                  # MV/cm
drop = field * 1e8 * spacing * 1e-9          # eV per hop for charge e
chain_energy = np.array([0.0, step, 0.03])
tilted = chain_energy - drop * np.arange(3)
chain = np.zeros((3, 3))
for i in range(2):
    chain[i, i + 1] = hop_rate(tilted[i + 1] - tilted[i], spacing)
    chain[i + 1, i] = hop_rate(tilted[i] - tilted[i + 1], spacing)
assert np.allclose(stationary(chain), boltzmann(tilted), rtol=1e-10)
ring = np.zeros((3, 3))
for i in range(3):
    j = (i + 1) % 3
    ring_step = chain_energy[j] - chain_energy[i] - drop
    ring[i, j] = hop_rate(ring_step, spacing)
    ring[j, i] = hop_rate(-ring_step, spacing)
loop_ratio = (ring[0, 1] * ring[1, 2] * ring[2, 0]
              / (ring[1, 0] * ring[2, 1] * ring[0, 2]))
assert np.isclose(loop_ratio, np.exp(3 * drop / kT), rtol=1e-10)
ring_prob = stationary(ring)
ring_current = np.array([ring_prob[i] * ring[i, (i + 1) % 3]
                         - ring_prob[(i + 1) % 3] * ring[(i + 1) % 3, i]
                         for i in range(3)])
assert np.allclose(ring_current, ring_current[0], rtol=1e-9)
assert ring_current[0] > 0.01 * k_up
k_up_field = hop_rate(step - drop, spacing)
k_down_field = hop_rate(drop - step, spacing)
flat_field = step / (spacing * 1e-9) / 1e8   # MV/cm

# Site blocking and Coulomb repulsion
mu_depth = 0.20
occupied = 1 / (np.exp(mu_depth / kT) + 1)
neighbour = spacing * occupied**(-1 / 3)
permittivity = 3.0
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity) * 1e9  # eV nm
coulomb_step = coulomb / (neighbour - spacing) - coulomb / neighbour
coulomb_factor = hop_rate(step + coulomb_step, spacing) / k_up

print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT*1e3:.3f} meV")
print(f"energy step 3kT: {step*1e3:.2f} meV")
print(f"attempt rate nu0: {nu0:.1e} 1/s")
print(f"inverse decay length gamma: {gamma:.1f} 1/nm")
print(f"hop length: {spacing:.1f} nm")
print(f"tunnelling factor exp(-2 gamma r): {tunnel:.4e}")
print(f"thermal factor exp(-3): {np.exp(-3):.5f}")
print(f"forward (uphill) rate: {k_up:.4e} 1/s")
print(f"backward (downhill) rate: {k_down:.4e} 1/s")
print(f"forward/backward ratio: {k_up/k_down:.5f}")
print(f"backward/forward ratio: {k_down/k_up:.3f}")
print(f"mean wait before uphill hop: {1e9/k_up:.1f} ns")
print(f"mean wait before downhill hop: {1e9/k_down:.2f} ns")
print(f"equilibrium population, lower site: {1-p_high:.5f}")
print(f"equilibrium population, upper site: {p_high:.5f}")
print(f"upward equilibrium flux: {(1-p_high)*k_up:.4e} 1/s")
print(f"downward equilibrium flux: {p_high*k_down:.4e} 1/s")
print(f"two-site relaxation time: {relax_time*1e9:.2f} ns")
print(f"random network, number of sites: {n_sites}")
print(f"network largest net/gross pair flux: {network_imbalance:.1e}")
print(f"same with unequal prefactors: {spoiled_imbalance:.3f}")
print(f"phonon number n at 3kT: {absorb:.5f}")
print(f"n+1, Bose factor on both rates: {bose_down:.5f}")
print(f"phonon frequency for the step: {step*const.e/const.h/1e12:.2f} THz")
print(f"reorganization energy: {reorg:.2f} eV")
print(f"polaron barrier uphill: {barrier_up*1e3:.2f} meV")
print(f"polaron barrier downhill: {barrier_down*1e3:.2f} meV")
print(f"polaron factor on both rates: {polaron_down:.3f}")
longer = hop_rate(step, spacing + 0.1) / k_up
print(f"rate factor for hop longer by 0.1 nm: {longer:.3f}")
print(f"field: {field:.2f} MV/cm")
print(f"energy drop per hop along field: {drop*1e3:.1f} meV")
print(f"step left with field: {(step-drop)*1e3:.2f} meV")
print(f"forward rate with field: {k_up_field:.4e} 1/s")
print(f"backward rate with field: {k_down_field:.4e} 1/s")
print(f"forward rate gain from field: {k_up_field/k_up:.2f}")
print(f"field that cancels the step: {flat_field:.3f} MV/cm")
print(f"third site energy in ring: {chain_energy[2]*1e3:.1f} meV")
print(f"driven ring loop-product ratio: {loop_ratio:.1f}")
print(f"driven ring steady current: {ring_current[0]:.3e} 1/s")
for other in (250.0, 350.0):
    changed = hop_rate(step, spacing, k_B * other)
    print(f"forward rate, same meV step, {other:.0f} K: {changed:.4e} 1/s")
print(f"chemical potential below lower site: {mu_depth:.2f} eV")
print(f"lower-site occupation (blocking): {occupied:.2e}")
print(f"estimated carrier spacing: {neighbour:.1f} nm")
print(f"relative permittivity: {permittivity:.1f}")
print(f"Coulomb change of step: {coulomb_step*1e3:.2f} meV")
print(f"Coulomb factor on forward rate: {coulomb_factor:.3f}")
print("all good")
```

Output:

```
temperature: 300 K
thermal energy kT: 25.852 meV
energy step 3kT: 77.56 meV
attempt rate nu0: 1.0e+12 1/s
inverse decay length gamma: 5.0 1/nm
hop length: 1.0 nm
tunnelling factor exp(-2 gamma r): 4.5400e-05
thermal factor exp(-3): 0.04979
forward (uphill) rate: 2.2603e+06 1/s
backward (downhill) rate: 4.5400e+07 1/s
forward/backward ratio: 0.04979
backward/forward ratio: 20.086
mean wait before uphill hop: 442.4 ns
mean wait before downhill hop: 22.03 ns
equilibrium population, lower site: 0.95257
equilibrium population, upper site: 0.04743
upward equilibrium flux: 2.1531e+06 1/s
downward equilibrium flux: 2.1531e+06 1/s
two-site relaxation time: 20.98 ns
random network, number of sites: 12
network largest net/gross pair flux: 6.0e-16
same with unequal prefactors: 0.929
phonon number n at 3kT: 0.05240
n+1, Bose factor on both rates: 1.05240
phonon frequency for the step: 18.75 THz
reorganization energy: 0.20 eV
polaron barrier uphill: 96.30 meV
polaron barrier downhill: 18.74 meV
polaron factor on both rates: 0.484
rate factor for hop longer by 0.1 nm: 0.368
field: 0.50 MV/cm
energy drop per hop along field: 50.0 meV
step left with field: 27.56 meV
forward rate with field: 1.5636e+07 1/s
backward rate with field: 4.5400e+07 1/s
forward rate gain from field: 6.92
field that cancels the step: 0.776 MV/cm
third site energy in ring: 30.0 meV
driven ring loop-product ratio: 331.0
driven ring steady current: 5.545e+06 1/s
forward rate, same meV step, 250 K: 1.2405e+06 1/s
forward rate, same meV step, 350 K: 3.4697e+06 1/s
chemical potential below lower site: 0.20 eV
lower-site occupation (blocking): 4.36e-04
estimated carrier spacing: 13.2 nm
relative permittivity: 3.0
Coulomb change of step: 2.99 meV
Coulomb factor on forward rate: 0.891
all good
```
